# Nuclear Demagnetization of Copper: Final Temperature and Entropy Removed: verification in Python

```python
# Nuclear adiabatic demagnetization of copper (spin I = 3/2).
# Result under test: at constant entropy, to leading order in energy/(k T),
#     T_f = T_i * sqrt((B_f^2 + b^2) / (B_i^2 + b^2)),
# with b^2 = Tr(H_int^2) / Tr(M_z^2) the squared internal field,
# H_int the spin-spin coupling and M_z the total nuclear moment along B.
# Also tested: the molar entropy removed by isothermal magnetization.
# x = g mu_N B / (k T); "deficit" = ln(number of states) - S/k.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

k_B, R_gas = const.k, const.R
mu_N = const.physical_constants["nuclear magneton"][0]
dipole_const = const.mu_0 / (4 * np.pi)
spin = 1.5
m_values = np.array([1.5, 0.5, -0.5, -1.5])

# Rounded known data for copper: isotopes 63 and 65
moments = np.array([2.23, 2.38])       # in nuclear magnetons
abundance = np.array([0.69, 0.31])
lattice_a = 0.3615e-9                  # m, cubic cell edge
g_factors = moments / spin
g2_mean = abundance @ g_factors**2
B_i, T_i, b_given = 8.0, 0.010, 0.35e-3


def deficit(energies, temperature):
    u = -(energies - energies.min()) / (k_B * temperature)
    weights = np.exp(u)
    Z = weights.sum()
    return np.log(len(energies)) - np.log(Z) + (weights @ u) / Z


def final_temperature(T_start, B_start, B_end, b):
    return T_start * np.sqrt((B_end**2 + b**2) / (B_start**2 + b**2))


# Entropy removed, from the four level populations
x_iso = g_factors * mu_N * B_i / (k_B * T_i)
removed = sum(f * deficit(-g * mu_N * B_i * m_values, T_i)
              for f, g in zip(abundance, g_factors))
leading = 5 / 8 * abundance @ x_iso**2
two_terms = leading - 17 / 64 * abundance @ x_iso**4
assert abs(two_terms / removed - 1) < 0.015   # next term is of order x^6


# Independent road: Maxwell relation with the Brillouin magnetization
def molar_moment(B, T):
    total = 0.0
    for f, g in zip(abundance, g_factors):
        x = g * mu_N * B / (k_B * T)
        mean_m = 2 / np.tanh(2 * x) - 0.5 / np.tanh(x / 2)
        total = total + f * const.N_A * g * mu_N * mean_m
    return total


nodes, node_weights = np.polynomial.legendre.leggauss(40)
B_nodes = B_i * (nodes + 1) / 2
dT = 1e-4 * T_i
slope = (molar_moment(B_nodes, T_i + dT)
         - molar_moment(B_nodes, T_i - dT)) / (2 * dT)
maxwell_removed = -B_i / 2 * node_weights @ slope
assert abs(maxwell_removed / (R_gas * removed) - 1) < 1e-6


# Dipolar internal field of the fcc lattice
def inverse_sixth_sum(radius):
    n = int(np.ceil(radius * np.sqrt(2))) + 1
    axis = np.arange(-n, n + 1)
    i, j, k = np.meshgrid(axis, axis, axis, indexing="ij")
    r2 = (i**2 + j**2 + k**2) / 2.0     # neighbour distance = 1
    keep = ((i + j + k) % 2 == 0) & (r2 > 0) & (r2 <= radius**2)
    tail = 4 * np.pi * np.sqrt(2) / (3 * radius**3)
    return np.sum(r2[keep]**-3) + tail


lattice_sum = inverse_sixth_sum(20.0)
assert abs(lattice_sum / inverse_sixth_sum(12.0) - 1) < 1e-4
distance = lattice_a / np.sqrt(2)


def dipolar_field(neighbour_sum):
    return (dipole_const * mu_N / distance**3
            * np.sqrt(g2_mean * spin * (spin + 1) * neighbour_sum))


b_dipolar = dipolar_field(lattice_sum)
assert abs(b_dipolar / b_given - 1) < 0.10    # exchange is left out

# Four-spin tetrahedron of nearest neighbours, complete Hamiltonian
raising = np.diag(np.sqrt(spin * (spin + 1)
                          - m_values[1:] * (m_values[1:] + 1)), 1)
single = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
          np.diag(m_values)]


def embed(operator, site):
    return np.kron(np.kron(np.eye(4**site), operator), np.eye(4**(3 - site)))


ops = [[embed(s, site) for s in single] for site in range(4)]
positions = lattice_a / 2 * np.array([[0, 0, 0], [1, 1, 0],
                                      [1, 0, 1], [0, 1, 1]])
pair_terms = {}
for p, q in itertools.combinations(range(4), 2):
    r = positions[q] - positions[p]
    length = np.linalg.norm(r)
    tensor = np.eye(3) - 3 * np.outer(r, r) / length**2
    pair_terms[p, q] = dipole_const * mu_N**2 / length**3 * sum(
        tensor[a, c] * ops[p][a] @ ops[q][c]
        for a in range(3) for c in range(3))


def cluster(g_list):
    H_int = sum(g_list[p] * g_list[q] * h for (p, q), h in pair_terms.items())
    M_z = sum(g * mu_N * ops[s][2] for s, g in enumerate(g_list))
    return H_int, M_z


def trace_product(A, C):
    return np.sum(A * C.T).real


# Isotope average of the second moments against the lattice-sum formula
top = bottom = 0.0
for choice in itertools.product((0, 1), repeat=4):
    weight = np.prod(abundance[list(choice)])
    H_int, M_z = cluster(g_factors[list(choice)])
    top += weight * trace_product(H_int, H_int)
    bottom += weight * trace_product(M_z, M_z)
assert abs(np.sqrt(top / bottom) / dipolar_field(3.0) - 1) < 1e-10

# Complete isentropes of a cluster with three 63Cu and one 65Cu
H_int, M_z = cluster(g_factors[[0, 0, 0, 1]])
norm_H = np.sqrt(trace_product(H_int, H_int))
norm_M = np.sqrt(trace_product(M_z, M_z))
b_cluster = norm_H / norm_M
assert abs(trace_product(H_int, M_z)) < 1e-12 * norm_H * norm_M
assert abs(np.trace(H_int)) < 1e-12 * norm_H * 16


def isentrope(T_start, B_end):
    start = np.linalg.eigvalsh(H_int - B_i * M_z)
    end = np.linalg.eigvalsh(H_int - B_end * M_z)
    target = deficit(start, T_start)
    guess = final_temperature(T_start, B_i, B_end, b_cluster)
    ratio = brentq(lambda s: deficit(end, s * guess) / target - 1, 0.2, 5.0)
    return ratio * guess, guess


starts = [0.010, 0.100, 1.000]
runs = [isentrope(T, 0.0) for T in starts]
errors = [full / formula - 1 for full, formula in runs]
assert abs(errors[0]) < 0.25          # finite-order expansion, x near 0.4
assert abs(errors[2]) < 0.005         # expansion becomes accurate
assert abs(errors[2]) < abs(errors[0])
full_b, formula_b = isentrope(1.0, b_cluster)
assert abs(full_b / formula_b - 1) < 0.005

T_zero = final_temperature(T_i, B_i, 0.0, b_given)
B_hold = 0.010
T_hold = final_temperature(T_i, B_i, B_hold, b_given)
g_rms = np.sqrt(g2_mean)
start_deficit = 5 / 8 * (g_rms * mu_N * b_given / (k_B * T_i))**2

print(f"Initial field: {B_i:.1f} T")
print(f"Initial temperature: {T_i*1e3:.1f} mK")
print(f"Given internal field b: {b_given*1e3:.2f} mT")
print(f"Moments of 63Cu, 65Cu: {moments[0]:.2f}, {moments[1]:.2f} mu_N")
print(f"Abundances of 63Cu, 65Cu: {abundance[0]:.2f}, {abundance[1]:.2f}")
print(f"g factors of 63Cu, 65Cu: {g_factors[0]:.4f}, {g_factors[1]:.4f}")
print(f"Root-mean-square g factor: {g_rms:.4f}")
print(f"mu_N/k_B: {mu_N/k_B*1e3:.5f} mK/T")
print(f"x of 63Cu, 65Cu at start: {x_iso[0]:.4f}, {x_iso[1]:.4f}")
print(f"Full entropy R ln 4: {R_gas*np.log(4):.3f} J/(mol K)")
print(f"Entropy removed / R: {removed:.5f}")
print(f"Entropy removed: {R_gas*removed:.4f} J/(mol K)")
print(f"Same from Maxwell integral: {maxwell_removed:.4f} J/(mol K)")
print(f"Fraction of R ln 4 removed: {100*removed/np.log(4):.2f} %")
print(f"Leading-order entropy removed: {R_gas*leading:.4f} J/(mol K)")
print(f"Two-term entropy removed: {R_gas*two_terms:.4f} J/(mol K)")
print(f"Leading-order excess: {100*(leading/removed-1):.1f} %")
print(f"Heat of magnetization: {T_i*R_gas*removed*1e3:.3f} mJ/mol")
print(f"Zero-field deficit / R at 10 mK due to b: {start_deficit:.2e}")
print(f"Final temperature, B_f = 0: {T_zero*1e6:.4f} microkelvin")
print(f"Final temperature, B_f = 0: {T_zero*1e9:.1f} nK")
print(f"Cooling factor T_i/T_f, B_f = 0: {T_i/T_zero:.0f}")
print(f"Final temperature, B_f = {B_hold*1e3:.0f} mT: "
      f"{T_hold*1e6:.3f} microkelvin")
print(f"Energy scale g_rms mu_N b/k_B: "
      f"{g_rms*mu_N*b_given/k_B*1e6:.4f} microkelvin")
print(f"Lattice constant: {lattice_a*1e9:.4f} nm")
print(f"Nearest-neighbour distance: {distance*1e9:.4f} nm")
print(f"fcc sum of (d/r)^6: {lattice_sum:.4f}")
print(f"Dipolar internal field of lattice: {b_dipolar*1e3:.4f} mT")
print(f"Internal field of four-spin cluster: {b_cluster*1e3:.4f} mT")
for T, (full, formula), error in zip(starts, runs, errors):
    print(f"Cluster from {T*1e3:.0f} mK to B_f = 0: full {full*1e6:.5f}, "
          f"formula {formula*1e6:.5f} microkelvin, "
          f"difference {100*error:.3f} %")
print(f"Cluster from 1000 mK to B_f = b: full {full_b*1e6:.4f}, "
      f"formula {formula_b*1e6:.4f} microkelvin")
print("all good")
```

It prints:

```
Initial field: 8.0 T
Initial temperature: 10.0 mK
Given internal field b: 0.35 mT
Moments of 63Cu, 65Cu: 2.23, 2.38 mu_N
Abundances of 63Cu, 65Cu: 0.69, 0.31
g factors of 63Cu, 65Cu: 1.4867, 1.5867
Root-mean-square g factor: 1.5184
mu_N/k_B: 0.36583 mK/T
x of 63Cu, 65Cu at start: 0.4351, 0.4644
Full entropy R ln 4: 11.526 J/(mol K)
Entropy removed / R: 0.11383
Entropy removed: 0.9464 J/(mol K)
Same from Maxwell integral: 0.9464 J/(mol K)
Fraction of R ln 4 removed: 8.21 %
Leading-order entropy removed: 1.0261 J/(mol K)
Two-term entropy removed: 0.9397 J/(mol K)
Leading-order excess: 8.4 %
Heat of magnetization: 9.464 mJ/mol
Zero-field deficit / R at 10 mK due to b: 2.36e-10
Final temperature, B_f = 0: 0.4375 microkelvin
Final temperature, B_f = 0: 437.5 nK
Cooling factor T_i/T_f, B_f = 0: 22857
Final temperature, B_f = 10 mT: 12.508 microkelvin
Energy scale g_rms mu_N b/k_B: 0.1944 microkelvin
Lattice constant: 0.3615 nm
Nearest-neighbour distance: 0.2556 nm
fcc sum of (d/r)^6: 14.4539
Dipolar internal field of lattice: 0.3380 mT
Internal field of four-spin cluster: 0.1533 mT
Cluster from 10 mK to B_f = 0: full 0.15521, formula 0.19163 microkelvin, difference -19.002 %
Cluster from 100 mK to B_f = 0: full 1.88285, formula 1.91626 microkelvin, difference -1.744 %
Cluster from 1000 mK to B_f = 0: full 19.12941, formula 19.16258 microkelvin, difference -0.173 %
Cluster from 1000 mK to B_f = b: full 27.0834, formula 27.1000 microkelvin
all good
```
